How Many Angular Momenta a Plane Wave Needs on a Sphere

**Question.** In a linear augmented-plane-wave calculation each plane wave, up to a largest wave number Kmax, is replaced inside an atomic sphere of radius R by a sum of radial functions times spherical harmonics with l ≤ lmax. Common settings pair lmax between 8 and 10 with R Kmax between 7 and 9. Why do these two numbers belong together, how much of a plane wave is lost at such a cutoff, and how does the required lmax scale with R and Kmax?

**Answer.**

**What is lost at the surface**

The algebra uses atomic units, and the sphere is centred on its nucleus. If the nucleus sits elsewhere in the cell, the plane wave only acquires a constant phase. For l ≤ lmax the function inside the sphere is matched to the plane wave in value and radial slope. For l > lmax it is set to zero inside, while the plane wave outside still contains those components. The high-l part of the plane wave is therefore the jump of the basis function at the surface.

To measure it, expand the wave:

exp(iK·r) = 4π Σ_lm i^l j_l(Kr) Y_lm*(K̂) Y_lm(r̂).

Set r = R and x = KR. The spherical harmonics are orthonormal, so the mean square over the surface of the part with a given l is

w_l = (1/4π)(4π)² j_l(x)² Σ_m |Y_lm(K̂)|².

The sum over m equals (2l+1)/(4π), whatever the direction of K. Hence

w_l = (2l+1) j_l(x)².

Since |exp(iK·r)|² = 1 everywhere, the weights sum to one. The weight missing after a cutoff L is

T_L(x) = Σ_{l>L} (2l+1) j_l(x)².

This is the mean-square jump relative to the mean square of the wave. The rms jump is its square root, so a missing weight of 1% means an rms jump of 10%.

**Why the scale is RK**

A particle with momentum K at the surface point r has angular momentum r×K, of magnitude x sinθ, where θ is the angle between r and K. It cannot exceed x. The same quantity appears in the wave treatment. With the operator **L** = −i r×∇,

**L** exp(iK·r) = (r×K) exp(iK·r).

The surface mean of the squared magnitude is x² times the mean of sin²θ, which is 2/3. In the expansion, the same mean is Σ l(l+1) w_l. Therefore

Σ_l l(l+1) w_l = 2x²/3.

Typical angular momenta thus grow in proportion to RK, but a mean does not say how sharply the distribution ends. For large x, treat each surface point as a classical ray. Equal areas on a sphere correspond to equal intervals of cosθ, and x sinθ > L means |cosθ| < √(1−(L/x)²). So, for L < x and large x,

T_L ≈ √(1−(L/x)²).

At L = x/2 this leaves 87% of the weight out. A cutoff well below x misses most of this one wave on the surface; what that costs a calculated state depends on the coefficient of the wave, as discussed below. The square root falls to zero at L = x with infinite slope, and in the limit of large x half of the weight lies between L = 0.87x and L = x.

There is an equivalent picture in terms of nodes. Along its own direction, the real part of a plane wave has nodes spaced π/K apart. A harmonic with m = l has 2l nodes around the equator, of length 2πR, so their spacing is πR/l. The two spacings agree when l = RK.

**The shortest wave is the worst one**

A basis contains all wave numbers up to Kmax. To see which loses most, use the recurrence

(2l+1) j_l' = l j_{l−1} − (l+1) j_{l+1}.

Differentiating the retained weight gives

d/dx Σ_{l≤L} w_l = 2 Σ_{l≤L} [l j_{l−1}j_l − (l+1) j_l j_{l+1}].

The second term for one l cancels the first term for the next. The first term at l = 0 vanishes, and only the last second term survives. Because T_L is one minus the retained weight,

dT_L/dx = 2(L+1) j_L(x) j_{L+1}(x).

The right side is positive until the first zero of j_L or j_{L+1}. To locate a safe range for L ≥ 1, put u = x j_L, which satisfies

u″ = [L(L+1)/x² − 1] u.

Near the origin u is positive and rising. Up to x_t = √(L(L+1)) the bracket is positive, so u curves upward and its slope stays positive. Beyond x_t, u″ = −q u with 0 < q < 1. Compare it with v = cos(x−x_t), for which v″ = −v. The combination W = u′v − uv′ has

W′ = (1−q)uv,

which is positive while u and v are. At x_t, W = u′ > 0. Since (u/v)′ = W/v², the ratio u/v keeps increasing, so u cannot vanish before v does. Thus j_L has no zero before √(L(L+1)) + π/2, and for j_{L+1} the limit lies farther out.

For L = 8 this range reaches slightly beyond x = 10. With lmax ≥ 8 and R Kmax ≤ 9, every wave in the basis therefore loses no more than the wave at Kmax.

Long waves lose far less. For x → 0, j_l ≈ x^l/(2l+1)!!, and integrating the derivative formula from zero gives

T_L ≈ x^(2L+2)/[(2L+1)!!(2L+3)!!].

For L = 8 the missing weight of a long wave grows as the eighteenth power of K.

**How fast the weight falls beyond the edge**

Write ν = l + 1/2 and j_l(x) = √(π/2x) J_ν(x). Then

w_l = 2ν (π/2x) J_ν² = (πν/x) J_ν².

Bessel's equation is x²J″ + xJ′ + (x²−ν²)J = 0. With s = ln x, the first two terms together are d²J/ds², so

d²J/ds² = (ν²−x²) J.

For ν > x this describes tunnelling below a barrier. Define p = √(ν²−x²). The WKB solution that vanishes towards x = 0 is

J ≈ C p^(−1/2) exp(−S), S = ∫_x^ν √(ν²−t²) dt/t.

Substitute t = ν/cosh a. Then dt/t = −tanh a da and the root is ν tanh a, which gives

S = ν ∫_0^α tanh²a da = ν(α − tanh α), cosh α = ν/x.

The constant C follows from small x. There α ≈ ln(2ν/x) and tanh α ≈ 1, so

J ≈ C ν^(−1/2) (ex/2ν)^ν.

The leading term of the Bessel series is (x/2)^ν/Γ(ν+1). With Stirling's formula Γ(ν+1) ≈ √(2πν)(ν/e)^ν it becomes (ex/2ν)^ν/√(2πν). Hence C = 1/√(2π), and

w_l ≈ ν exp(−2S)/(2xp).

At x = 8 this leading-order formula was tested for l from 10 to 20 and agrees with the Bessel weights within 15%. Differentiating S at fixed x gives dS/dν = α. Apart from the prefactor, one more unit of l multiplies the weight by about exp(−2α), and α increases with l. The decay therefore accelerates.

**The width of the edge**

WKB fails where p = 0. Near that point put τ = ln(ν/x), at fixed ν. Then

ν² − x² = ν²(1 − exp(−2τ)) ≈ 2ν²τ,

and the equation is d²J/dτ² = 2ν²τJ. The variable ζ = (2ν²)^(1/3)τ turns it into Airy's equation, d²J/dζ² = ζJ. We need the solution that decays for large ζ, which is Ai(ζ). Close to the edge τ ≈ (ν−x)/x and ν ≈ x in the prefactor, so ζ becomes

z = (ν−x)(2/x)^(1/3).

Thus J ≈ D Ai(z). To find D, match to WKB where z is large but δ = ν−x is still small compared with x^(3/5), so that corrections to S are negligible. There α ≈ √(2δ/x) and α − tanh α ≈ α³/3, giving

S ≈ (x/3)(2δ/x)^(3/2) = (2/3)z^(3/2).

Also p ≈ √(2xδ), and inserting δ = z(x/2)^(1/3) gives √p = 2^(1/6)x^(1/3)z^(1/4). The WKB form is therefore

J ≈ exp(−2z^(3/2)/3)/[√π 2^(2/3) x^(1/3) z^(1/4)].

The Airy function behaves as exp(−2z^(3/2)/3)/(2√π z^(1/4)). Comparison gives D = (2/x)^(1/3). With ν/x ≈ 1 in the weight,

w_l ≈ π(2/x)^(2/3) Ai(z)².

The omitted terms have ν = L+3/2, L+5/2 and so on. By the midpoint rule their sum is an integral starting at ν = L+1, and dν = (x/2)^(1/3)dz. From Ai″ = zAi,

d/dz [zAi² − Ai′²] = Ai² + 2zAiAi′ − 2Ai′Ai″ = Ai².

The expression in brackets vanishes at infinity, so

T_L(x) ≈ π(2/x)^(1/3) [Ai′(z)² − zAi(z)²], z = (L+1−x)(2/x)^(1/3).

The edge lies at L ≈ x and its width is of order x^(1/3). Relative to x, the width shrinks as x^(−2/3). This is the sense in which a plane wave needs angular momenta up to about RK.

The formula is a leading-order result near the edge. For L = x = 8 it gives 3.5%, against 3.8% from the Bessel sum. For L = 10 and x = 7 it gives 0.009% against 0.013%. Farther out the underestimate grows, and the Bessel sum should be used instead.

**The usual settings in numbers**

Take R = 1.2 angstrom and R Kmax = 8. Then Kmax = 8/1.2 = 6.67 per angstrom, and the free-electron energy at the cutoff is 169 eV. For this shortest wave the largest single weight is 30% at l = 6. The weights at l = 8, 9, 10, 11 are 9.9%, 3.0%, 0.66% and 0.11%. Successive ratios are about 3.3, 4.5 and 5.8, showing the accelerating decay.

If lmax equals R Kmax, the missing weight is 3.7%, 3.8% and 3.8% for R Kmax = 7, 8 and 9. One more unit of l reduces it to 0.72%, 0.79% and 0.86%. A limit of 1% on the missing weight of the shortest wave thus requires lmax = 8, 9 and 10 respectively. These values lie in the range quoted in the question. The 1% limit is a choice made here to give the comparison a definite meaning.

The criterion is modest. At R Kmax = 8 and lmax = 8 the rms jump is √0.0376 = 0.19 of the rms wave. Equality of the two numbers marks the beginning of convergence for the shortest wave, not its completion. Nor are all combinations within the customary ranges equivalent:

- lmax = 10 with R Kmax = 7 leaves 0.013% of the weight and an rms jump of 1.1%.
- lmax = 8 with R Kmax = 9 leaves 13% of the weight and an rms jump of 36%.

For a missing weight below 0.01%, the required lmax is 11, 12 and 13 for R Kmax = 7, 8 and 9. The stricter demand costs three further units of l in each case, because the decay beyond the edge is so fast.

**The slope needs its own check**

A small jump in value does not guarantee a small jump in slope. The radial derivative of the plane wave at the surface is i(K·r̂)exp(iK·r), whose mean square is K²/3. Its l component has mean square (2l+1)K²j_l′(x)², where the prime means d/dx. The missing fraction is

T_L^slope = 3 Σ_{l>L} (2l+1) j_l′(x)².

In the WKB region the dominant part of the derivative is j_l′ ≈ (p/x)j_l. Each omitted l then contributes to the slope fraction about

3p²/x² = 3[(ν/x)² − 1]

times its contribution to the value fraction. Well beyond the edge this factor exceeds one, so a cutoff there loses a larger fraction of the slope than of the value. At R Kmax = 8 the missing slope weight is 5.9% for lmax = 8 and 0.43% for lmax = 10, compared with 3.8% and 0.13% for the value. Close to the edge the order can be reversed: for lmax = 8 and R Kmax = 9 the slope loses 11% and the value 13%.

**Why a wavefunction can do better than its shortest wave**

A calculated state is a superposition ψ = Σ_K c_K exp(iK·r) outside the spheres. Projection on l > L is linear, and the rms value over the surface is a norm. The triangle inequality gives

rms jump of ψ ≤ Σ_K |c_K| √T_L(KR).

The badly represented waves near Kmax are harmless if their coefficients are small enough. The long waves, whose coefficients may be large, have a tiny T_L. This is a condition on the state. It does not remove the jump from the individual basis functions.

A model gives an example of the effect. In a cubic cell of side 3 angstrom, with the Bloch vector (0.1, 0.2, 0.3) in units of 2π divided by the side, 132 waves lie below the cutoff just used. Give them the coefficients

c_K = exp(−K²/κ²) exp(−iK·d), κ = 3 per angstrom,

where d = (0.7, 0.4, 0.2) angstrom shifts the centre of the superposition away from the nucleus. At Kmax the modulus is exp(−(6.67/3)²) = 0.007. Projection of this ψ on the sphere shows that lmax = 8 misses 0.0009% of its own surface weight, an rms jump of about 0.3%.

Now keep the phases and set all moduli equal. The missing weight rises to 0.30%, about 320 times more, and the rms jump to about 5.5%. Since nothing else was changed, the decay of the coefficients is responsible for the difference. The size of the difference depends strongly on the chosen centre d. Without interference terms, the equal-moduli loss would be the average of T_8 over the 132 waves, 0.68%, below the 3.8% of the shortest wave because the longer waves lose less. Interference moves the result either way: it gives 0.30% for the d above, but for d = (1.5, 1.5, 0) angstrom the equal-moduli loss is 6.4%, more than that of the shortest wave, and the Gaussian loss is 0.15%, a ratio of only about 44.

The model measures a surface mismatch. It contains no crystal potential and gives no error in a total energy. It does show that at lmax = 8 and R Kmax = 8 a smooth state can have a far smaller mismatch than the shortest wave, and that in this example the mismatch rises when the waves near the cutoff carry more of the amplitude.

**Scaling and choice of settings**

To leading order lmax grows as R Kmax. At fixed Kmax, a sphere twice as large needs about twice the lmax. Spheres of different sizes in one crystal therefore have different requirements, and the largest sets the highest one. Programs usually quote R Kmax for the smallest or for an average sphere, so x must be recomputed for each sphere: if the quoted value is 8 and a sphere is 1.25 times larger, then x = 10, and lmax = 10 misses 3.8% of the shortest wave instead of 0.13%. At fixed R, the free-electron cutoff energy is Kmax²/2, so lmax grows as the square root of that energy. The number of angular channels, (lmax+1)², then grows roughly in proportion to the energy.

The margin above R Kmax stays small. For 1% missing weight, the required lmax is 11, 102 and 1003 at RK = 10, 100 and 1000. The margins of 1, 2 and 3 grow more slowly than x^(1/3). The factor x^(−1/3) in front of the Airy formula explains this: at larger x the same tolerance is reached at a smaller z. The margin does not grow without limit. For extremely large x the classical formula takes over, and a fixed tolerance ε is met at L/x ≈ √(1−ε²), slightly below one, so the margin finally becomes negative. For ε = 1% the difference from one is only 0.005%.

To keep the surface mismatch of the shortest wave fixed, the two cutoffs must be raised together. This is a statement about basis functions, not about energies: low-lying states with small coefficients near Kmax can converge at an lmax well below R Kmax and need not become appreciably worse when Kmax is raised. If Kmax is increased at fixed lmax, the shortest wave loses more of its weight, as long as R Kmax stays below the first zero of j_L with L = lmax: for lmax = 8 the loss rises from 3.8% at R Kmax = 8 to 13% at R Kmax = 9. If lmax is increased far beyond R Kmax, the added channels receive almost nothing from the plane waves. A useful test of a calculation is to raise lmax by two at fixed Kmax and see whether the quantity of interest changes. A step of one can mislead, because a state that is even or odd about the nucleus contains only even or only odd l, and the added channel may be empty. Further symmetry about the nucleus, as at a cubic site, can for some states leave both added channels empty, so an unchanged result supports the setting but does not prove it. The surface weights indicate where to begin, while the acceptable error depends on that quantity.

Table of computed values

```
sphere radius R = 1.2 angstrom
R Kmax = 8.0 (no unit)
Kmax = 6.667 1/angstrom
free-electron energy at Kmax = 169.3 eV
surface weight w_l at R K = 8, in percent:
  l =  0: 1.529
  l =  1: 0.340
  l =  2: 6.166
  l =  3: 7.434
  l =  4: 0.392
  l =  5: 17.615
  l =  6: 30.479
  l =  7: 22.426
  l =  8: 9.856
  l =  9: 2.969
  l = 10: 0.661
  l = 11: 0.114
  l = 12: 0.016
missing weight in percent, for R K = 7, 8, 9:
  lmax =  6:  14.2736   36.0447   62.1830
  lmax =  7:   3.7091   13.6188   33.6391
  lmax =  8:   0.7189    3.7625   13.0683
  lmax =  9:   0.1081    0.7933    3.8020
  lmax = 10:   0.0130    0.1321    0.8601
  lmax = 11:   0.0013    0.0178    0.1560
  lmax = 12:   0.0001    0.0020    0.0232
Airy estimate of missing weight in percent, R K = 7, 8, 9:
  lmax =  8:   0.6153    3.4816   12.7469
  lmax = 10:   0.0091    0.1066    0.7593
rms jump in percent of rms wave, R K = 7, 8, 9:
  lmax =  8:    8.48    19.40    36.15
  lmax = 10:    1.14     3.63     9.27
missing slope weight in percent, R K = 7, 8, 9:
  lmax =  8:   1.9245    5.9464   11.4659
  lmax = 10:   0.0646    0.4314    1.8236
smallest lmax for missing weight below 1 and 0.01 percent:
  R K = 7: 8 and 11
  R K = 8: 9 and 12
  R K = 9: 10 and 13
smallest lmax for missing weight below 1 percent, large R K:
  R K = 10: lmax = 11, ratio = 1.100
  R K = 100: lmax = 102, ratio = 1.020
  R K = 1000: lmax = 1003, ratio = 1.003
cubic cell side = 3.0 angstrom, waves = 132
Bloch vector in units of 2 pi/side = [0.1 0.2 0.3]
centre offset = [0.7 0.4 0.2] angstrom
Gaussian decay constant = 3.0 1/angstrom
Gaussian modulus at Kmax = 0.00717
missing, Gaussian, lmax 8 = 9.214e-04 percent
missing, equal moduli, lmax 8 = 0.299 percent
```
